Why molecules effusing through a small orifice carry 2kT

## Part I. Counting the molecules that cross

**Definitions and conventions**

A gas occupies the region z < 0. A plane wall at z = 0 closes it off, and the wall has an orifice of area A. The region z > 0 is empty. The normal z points out of the gas, so a molecule can leave if its normal velocity v_z is positive. The symbol m is the mass of a molecule, n the number of molecules per unit volume, T the temperature and k Boltzmann's constant. The speed is v = √(v_x² + v_y² + v_z²), and the translational energy is

E = mv²/2.

Rotation and vibration are not part of E. The angle between the velocity and the normal is θ, so v_z = v cosθ.

Two averages must be kept apart. The bulk average, written ⟨Q⟩, takes all the molecules present in a volume of gas at one instant and gives each the same weight. The crossing average, written ⟨Q⟩_c, takes all the molecules that pass through the orifice during a long time and gives each passage the same weight. The two averages use different lists of molecules, and they need not agree.

**Assumptions**

(A1) The gas is at rest and in equilibrium. Its velocities follow the Maxwell density

f(v) = (a/π)^(3/2) exp(−av²), with a = m/(2kT).

This means that f(v) dv_x dv_y dv_z is the fraction of molecules with velocity components in the stated small ranges.

(A2) The gas is dilute and classical. Forces between molecules matter during brief collisions and otherwise contribute negligible energy. The thermal de Broglie wavelength is much smaller than both the orifice and the distance between molecules.

(A3) The diameter D of the orifice is much smaller than the mean free path λ, the average distance between collisions. A molecule about to leave then had its last collision at a distance of order λ, where the gas hardly feels the hole. Seen from that distance, the hole fills a fraction of about (πD²/4)/(4πλ²) = D²/(16λ²) of all directions. The molecules missing from the gas because they left, instead of returning from the wall, are therefore few. The approaching molecules are taken to keep the Maxwell density. Collisions close to the hole disturb it by a fraction of order D/λ, and their effect on the energy is estimated in Part II.

(A4) The wall is so thin that a molecule entering the orifice does not touch its rim. Part II removes this assumption for a wall at the temperature of the gas that re-emits every striking molecule with a fresh thermal speed.

**Lemma 1 (integrals).** For a > 0 and n′ = 0, 1, 2, …, let

I(n′) = ∫₀^∞ v^n′ exp(−av²) dv.

Then I(0) = ½√(π/a), I(1) = 1/(2a), and

I(n′+2) = [(n′+1)/(2a)] I(n′).

*Proof.* The square of I(0) is an integral over a quarter of a plane. In polar coordinates r and φ it is

I(0)² = ∫₀^(π/2) dφ ∫₀^∞ exp(−ar²) r dr = (π/2) · 1/(2a) = π/(4a).

The positive root gives I(0). The radial integral just used is I(1): the derivative of −exp(−av²)/(2a) is v exp(−av²), so I(1) = 1/(2a).

For the recursion, write v^(n′+2) exp(−av²) as v^(n′+1) times v exp(−av²), and integrate by parts:

I(n′+2) = [−v^(n′+1) exp(−av²)/(2a)]₀^∞ + [(n′+1)/(2a)] ∫₀^∞ v^n′ exp(−av²) dv.

The bracket vanishes at zero because n′+1 > 0, and at infinity because the exponential falls faster than any power grows. The remaining integral is I(n′). ∎

The values needed below are

I(2) = √π/(4a^(3/2)), I(3) = 1/(2a²),
I(4) = 3√π/(8a^(5/2)), I(5) = 1/a³.

**Lemma 2 (bulk averages).** In the gas,

⟨v⟩ = √(8kT/(πm)) and ⟨E⟩ = 3kT/2.

*Proof.* The Maxwell density does not depend on direction. All velocities with speeds between v and v+dv fill a spherical shell of volume 4πv² dv in velocity space. The density of speeds is therefore

g(v) = 4π(a/π)^(3/2) v² exp(−av²) = (4a^(3/2)/√π) v² exp(−av²).

It is normalized, since (4a^(3/2)/√π) I(2) = 1. The mean speed is

⟨v⟩ = (4a^(3/2)/√π) I(3) = (4a^(3/2)/√π) · 1/(2a²) = 2/√(πa).

Inserting a = m/(2kT) gives 2√(2kT/(πm)) = √(8kT/(πm)). The mean energy is

⟨E⟩ = (m/2)(4a^(3/2)/√π) I(4) = (m/2) · 3/(2a) = 3m/(4a) = 3kT/2,

because m/a = 2kT. ∎

**Lemma 3 (crossing count).** The number of molecules that cross unit area of the orifice in unit time, with velocity in a small range d³v around **v**, is

dJ = n f(v) v_z d³v for v_z > 0.

*Proof.* Take a short time dt. A molecule with velocity **v** crosses the orifice during dt if, at the start, it lies on a straight path that meets the orifice within that time. The starting points of such paths fill a slanted cylinder. Its base is the orifice, its slanted edge is v dt long, and its height, measured along the normal, is v_z dt. The volume of a slanted cylinder is base times height, here A v_z dt.

Because dt can be taken as short as desired, collisions during dt can be made negligible. The gas is uniform, so the cylinder holds n A v_z dt molecules on average, of which a fraction f(v) d³v has the required velocity. Dividing the product by A dt gives the statement. A molecule with v_z ≤ 0 does not leave. ∎

The factor v_z is the source of the flux weighting. In a given time, a molecule with a larger normal velocity can arrive from deeper in the gas. Fast molecules are therefore counted more often than their share of the population.

**Lemma 4 (total rate).** The number crossing unit area in unit time is

J = n⟨v⟩/4.

Among the crossing molecules, speed and direction are independent. The density of speeds is

h(v) = v g(v)/⟨v⟩ = 2a² v³ exp(−av²),

and the density of angles θ is 2 cosθ sinθ for 0 ≤ θ < π/2.

*Proof.* In spherical coordinates d³v = v² sinθ dv dθ dφ, and v_z = v cosθ. Lemma 3 becomes

dJ = n [v³ f(v) dv] [cosθ sinθ dθ] dφ.

This is a product of a function of v and a function of θ, which is the stated independence. The integral over φ gives 2π. The integral of cosθ sinθ from 0 to π/2 is ½, because its antiderivative is sin²θ/2. Hence

J = n · 2π · ½ ∫₀^∞ v³ f(v) dv = πn ∫₀^∞ v³ f(v) dv.

The mean speed is ⟨v⟩ = ∫₀^∞ v · 4πv² f(v) dv = 4π ∫₀^∞ v³ f(v) dv. The integral in J is thus ⟨v⟩/(4π), and J = n⟨v⟩/4.

The speed factor is proportional to v³ exp(−av²). Its integral without a prefactor is I(3) = 1/(2a²), so the normalized density is 2a²v³ exp(−av²). Since g(v) = 4πv²f(v), the same factor is proportional to v g(v), whose integral is ⟨v⟩. The angular factor has integral ½, which gives the prefactor 2. ∎

**Theorem.** Under (A1) to (A4), the translational energies of the effusing molecules have the density

P(E) = [E/(kT)²] exp(−E/kT), E ≥ 0.

Their mean and variance are

⟨E⟩_c = 2kT, ⟨(E − 2kT)²⟩_c = 2(kT)².

These statements also hold for the molecules that leave in any one chosen direction θ < π/2.

*Proof.* From E = mv²/2 follow v² = 2E/m and v dv = dE/m. The exponent is av² = E/(kT). Therefore

h(v) dv = 2a² v² exp(−av²) v dv = 2a² (2E/m)(dE/m) exp(−E/kT) = (4a²/m²) E exp(−E/kT) dE.

Since 2a/m = 1/(kT), the prefactor 4a²/m² is 1/(kT)². This is P(E).

For the moments put E = kT·x. Repeated integration by parts gives ∫₀^∞ x^s exp(−x) dx = s! for whole numbers s, since each integration lowers the power by one and multiplies by that power. Then

∫₀^∞ P(E) dE = 1! = 1,
⟨E⟩_c = kT · 2! = 2kT,
⟨E²⟩_c = (kT)² · 3! = 6(kT)².

The variance is 6(kT)² − (2kT)² = 2(kT)². By Lemma 4, the density of speeds is the same for every θ, so a choice of direction changes none of these results. ∎

The shape of the distribution changes along with its mean. In the bulk, g(v) dv is proportional to v exp(−av²) · v dv, and so to √E exp(−E/kT) dE. The logarithm of this density has the derivative 1/(2E) − 1/(kT), which vanishes at E = kT/2. For P(E) the corresponding derivative is 1/E − 1/(kT), and the maximum lies at E = kT.

**Remark 1 (where the extra kT/2 comes from).** By Lemma 4 the crossing density of speeds is v g(v)/⟨v⟩. Hence

⟨E⟩_c = ⟨Ev⟩/⟨v⟩.

The covariance of energy and speed in the bulk is Cov(E,v) = ⟨Ev⟩ − ⟨E⟩⟨v⟩. Solving for ⟨Ev⟩ and dividing by ⟨v⟩ gives

⟨E⟩_c = ⟨E⟩ + Cov(E,v)/⟨v⟩.

For the Maxwell density,

⟨Ev⟩ = (m/2)(4a^(3/2)/√π) I(5) = 2m/(√π a^(3/2)).

Division by ⟨v⟩ = 2/√(πa) gives m/a = 2kT, in agreement with the theorem. The covariance term is therefore 2kT − 3kT/2 = kT/2. No work is done on a molecule as it passes through the hole. Each one keeps the energy it had, and the average rises because the passages select fast molecules more often.

This form of the result does not need the Maxwell density. It holds for any gas whose velocities are equally distributed over directions. If all molecules had the same speed, the covariance would be zero and the crossing mean would equal the bulk mean. The excess thus depends on a spread of speeds, and for the Maxwell density its value is kT/2.

**Remark 2 (the three components).** In Cartesian components, the crossing density is proportional to

v_z exp(−av_z²) · exp(−av_x²) · exp(−av_y²), v_z > 0.

The three factors can be averaged separately. For the normal motion,

⟨mv_z²/2⟩_c = (m/2) I(3)/I(1) = (m/2)(1/a) = kT.

For either tangential motion, the integrals over negative and positive velocities are equal, and

⟨mv_x²/2⟩_c = (m/2) I(2)/I(0) = (m/2) · 1/(2a) = kT/2.

The sum is kT + kT/2 + kT/2 = 2kT. In the bulk each component has kT/2. The whole excess therefore appears in the motion along the normal, whose velocity sets the rate of crossing.

This does not contradict the statement that the mean is 2kT in every direction. Molecules leaving at a grazing angle have little normal energy and more tangential energy, while those leaving along the normal have the reverse. For a fixed angle the total is 2kT. Averaging cos²θ over the angular density of Lemma 4 gives

∫₀^(π/2) 2 cos³θ sinθ dθ = ½,

so the normal motion has half of 2kT, which is again kT.

**Remark 3 (molecules striking a surface).** The proofs use the hole as a surface across which molecules are counted. They apply equally to a small patch of solid wall in contact with the same equilibrium gas. The molecules that strike the patch arrive at the rate n⟨v⟩/4 per unit area, with a mean translational energy of 2kT. In a deposition reactor, this is the energy with which a precursor or oxidant molecule crosses a plane just outside the range of the surface forces, provided that the gas there is at rest and in equilibrium at temperature T. A real surface attracts the molecule. Falling into the adsorption well, the molecule gains kinetic energy up to the depth of the well, which can exceed 2kT several times.

## Part II. What is measured, what is left behind, and a real orifice

The symbols are those of Part I: m, n and T describe the gas, v is the speed, E = mv²/2, and a = m/(2kT). The bulk density of speeds is g(v), proportional to v² exp(−av²). The density for molecules crossing the orifice is h(v) = v g(v)/⟨v⟩, proportional to v³ exp(−av²). The crossing rate per unit area is J = n⟨v⟩/4, with ⟨v⟩ = √(8kT/(πm)). The mean energy is 3kT/2 in the bulk and 2kT per crossing, and the variance per crossing is 2(kT)².

**Proposition 1 (a snapshot of the beam).** Let the gas effuse steadily into vacuum. At one instant, consider the molecules between the distances r and r+dr from the orifice, with r much larger than the orifice. Their mean translational energy is 3kT/2.

*Proof.* The number of molecules leaving in unit time with speeds in dv is JA h(v) dv. Each flies in a straight line and spends the time dr/v between the two distances. In a steady flow, the number present is the rate of arrival times the time spent:

dN = JA h(v) (dr/v) dv = JA (dr/⟨v⟩) g(v) dv.

The factor v that entered through the crossing count has cancelled. The speeds in the snapshot have the bulk density g(v), and Lemma 2 gives 3kT/2. ∎

The two values answer different questions about the same beam. A detector that counts every arriving molecule once and records its translational energy measures a mean of 2kT. An ionizer through which molecules fly, each being ionized with a small probability proportional to the time it spends there, selects molecules with the additional weight 1/v. If that probability per unit time does not depend on the speed, the ionized molecules had a mean energy of 3kT/2 before ionization. The result 2kT therefore refers to a count of passages, and it must not be assigned to each signal taken from the beam.

**Proposition 2 (cooling of the remaining gas).** Let a closed, thermally isolated vessel hold N molecules. Let the gas return to equilibrium between escapes, and let the heat capacity of the vessel itself be negligible. Suppose that each molecule has g′ classical quadratic terms in its internal energy, each with mean kT/2. Then, as molecules effuse,

T/T₀ = (N/N₀)^(1/(3+g′)),

where N₀ and T₀ are the initial values.

*Proof.* In classical equilibrium the Boltzmann factor is a product of a translational and an internal factor. The internal energy of a molecule is then independent of its velocity, and flux weighting does not change its mean g′kT/2. The energy of the gas is

U = N(3+g′)kT/2.

When N changes by the negative amount dN, the energy changes by

dU = (2kT + g′kT/2) dN = [(4+g′)/2] kT dN.

Differentiating U by the product rule gives

dU = [(3+g′)/2] kT dN + [(3+g′)/2] Nk dT.

Equating the two expressions and subtracting the first term on the right leaves

[(3+g′)/2] Nk dT = ½kT dN.

Hence dT/T = [1/(3+g′)] dN/N, and integration gives the stated power. ∎

For a monatomic gas g′ = 0. When the fraction 0.495 of the molecules remains, T/T₀ = 0.495^(1/3) = 0.791. For a rigid, non-linear molecule with three rotational terms, g′ = 3, and at nearly the same remaining fraction, 0.496, the ratio is 0.496^(1/6) = 0.890. Both molecules remove the same excess kT/2 per escape, but the rotating molecules left behind have a larger heat capacity and cool less.

If the walls of a closed vessel instead hold T fixed, they must supply heat. The gas loses (4+g′)kT/2 with each molecule, while its stored energy at fixed T falls by (3+g′)kT/2. The difference kT/2 flows in from the walls. A vessel that is continuously refilled has a different balance, because the entering gas also brings energy.

**Proposition 3 (a wall of finite thickness).** Let the orifice be a channel through a plate at the temperature T of the gas. Let molecules that strike the channel wall be re-emitted with speed density h(v) at the wall temperature, independent of their direction and of their earlier speed. Without collisions between molecules, the mean translational energy at the exit is still 2kT.

*Proof.* A molecule enters the channel with speed density h(v), independent of direction. Whether its straight path meets the wall depends on its point of entry and its direction, and not on its speed. Molecules that pass straight through therefore keep the density h(v). Those that meet the wall start again with the same density, and the argument repeats for the next flight. Every group of molecules reaching the exit has the density h(v), whose mean energy is 2kT. ∎

The thickness does change the rate, because some molecules return to the gas. The proposition depends on its re-emission rule. If a wall at T reflects fast molecules specularly more often than slow ones, the fast ones pass the channel more easily, and the mean at the exit exceeds 2kT. For the fully re-emitting wall of Proposition 3, the thickness matters for the energy when the plate and the gas differ in temperature. To bound that effect, one needs the fraction that passes without touching the wall.

**Lemma 5 (straight passage).** For a round channel of radius R and length L, the fraction of entering molecules that pass straight through is

F = [√(R² + L²/4) − L/2]²/R².

*Proof.* By Lemma 4, the rate at which molecules cross an area element dS at angle θ into the solid angle dΩ is proportional to cosθ dS dΩ. For a fixed direction, cosθ dS is the cross-section of the bundle of paths, measured perpendicular to them. Parallel straight paths keep this cross-section, so the same bundle can be counted on any surface that it crosses.

Draw the sphere that contains the rims of both channel openings. Its centre lies on the axis, midway between them, and its radius is ρ = √(R² + L²/4). Each opening cuts off a spherical cap of height H = ρ − L/2 and area 2πρH. A straight line through both openings meets both caps. Conversely, a chord from one cap to the other must cross the two planes inside the sphere, and hence within the openings. The paths can therefore be counted from cap to cap.

Take elements dS₁ and dS₂ of the two caps, joined by a chord of length s. The chord makes the same angle θ with the radius at both ends, and s = 2ρ cosθ. The element dS₂ fills the solid angle cosθ dS₂/s² as seen from dS₁. The measure of the paths between them is

cosθ dS₁ · cosθ dS₂/s² = dS₁ dS₂/(4ρ²).

It does not depend on the positions of the elements. The total for the two caps is

(2πρH)²/(4ρ²) = π²H².

All the paths entering the channel have the measure of its area times the integral of cosθ over the forward directions. That integral is 2π · ½ = π, so the total is πR² · π = π²R². The ratio is F = H²/R². ∎

For L → 0, F tends to 1, the thin orifice. For a long channel, √(R² + L²/4) − L/2 approaches R²/L, and F approaches R²/L².

**Worked example: sampling water vapour from a reactor**

Water can serve as the oxidant in atomic layer deposition. Let it be sampled into a vacuum chamber through a pinhole. Take T = 420 K, a pressure of p = 0.1 Torr, a diameter of D = 10 µm and a plate thickness of L = 1 µm. These are rough typical inputs. The molecular mass is about 18 u, or 2.99 × 10⁻²⁶ kg.

The thermal energy is kT = 5.80 × 10⁻²¹ J = 36.19 meV. The two means are

3kT/2 = 1.5 × 36.19 meV = 54.3 meV,
2kT = 2 × 36.19 meV = 72.4 meV.

They differ by 18.1 meV, one third of the bulk value. The standard deviation for single effusing molecules is √2 kT = 51.2 meV. It describes the spread between molecules and is not an uncertainty of the mean.

The mean speed in the bulk is √(8kT/(πm)) = 703 m/s. For the effusing molecules, Lemma 4 gives

⟨v⟩_c = ⟨v²⟩/⟨v⟩ = (3kT/m)/⟨v⟩ = (3π/8)⟨v⟩,

since ⟨v⟩² = 8kT/(πm). This is 1.178 × 703 m/s = 828 m/s.

The pressure is 13.3 Pa, so n = p/(kT) = 2.30 × 10²¹ m⁻³. The area is πD²/4 = 7.85 × 10⁻¹¹ m². For a thin orifice, the escape rate is

JA = ¼ × (2.30 × 10²¹ m⁻³) × (703 m/s) × (7.85 × 10⁻¹¹ m²) = 3.17 × 10¹³ s⁻¹.

Multiplied by 2kT, this is a translational power of 368 nW. The part due to the excess kT/2 is 92 nW. If the vessel were closed and held at 420 K, its walls would have to supply these 92 nW at the stated density. A reactor fed with fresh vapour needs the fuller energy balance mentioned above.

**Effects left out, for the same numbers**

*Collisions.* Treat the molecules as hard spheres with a collision diameter of d = 0.46 nm, a rough value. The relative velocity of two molecules has twice the variance of a single velocity in each component, so its mean magnitude is √2⟨v⟩. A molecule then collides at the rate √2πd²n⟨v⟩, and the mean free path is

λ = ⟨v⟩/(√2πd²n⟨v⟩) = 1/(√2πd²n) = 463 µm.

This is 46 times the diameter of the hole. With a constant chance of collision per unit length, the probability of a collision within one diameter is 1 − exp(−D/λ) = 2.1%.

To turn this probability into an energy, consider the opposite limit, in which collisions dominate and the gas expands without heat exchange. Each rigid water molecule starts with 3kT/2 of translation, 3kT/2 of rotation and kT of work done by the gas pushing from behind. If the expansion turns all of this into forward motion, the translational energy is 4kT. If every molecule that collides within one diameter were credited with the whole difference of 2kT, the mean would shift by 0.021 × 2kT = 1.5 meV. This is only a crude scale. A single collision does not complete an expansion, so the actual shift can be much smaller. Its dependence on D/λ is not derived here.

*Thickness and temperature of the plate.* With R = 5 µm and L = 1 µm, Lemma 5 gives F = 0.819. Let W be the fraction of entering molecules that finally leave on the vacuum side. It lies between F and 1. Of the molecules leaving, the share that has touched the wall is (W − F)/W = 1 − F/W, which is at most 1 − F = 0.181.

Suppose that the plate is 10 K colder than the gas and that molecules striking it fully adopt its temperature. Each molecule that has touched the wall then leaves with a mean energy that is lower by 2k × 10 K = 1.72 meV. If the gas arriving at the hole is still at T, the average over all molecules falls by at most 0.181 × 1.72 meV = 0.31 meV. In a real reactor, a colder plate also cools the gas in front of it, over a distance that can be much longer than the mean free path. The arriving molecules are then colder too, and the total fall can approach 1.72 meV. The escape rate is more sensitive to the thickness: for the same arriving gas, it lies between 0.819 and 1 times the thin-orifice value.

*Quantum effects.* The thermal de Broglie wavelength is Λ = h/√(2πmkT) = 0.020 nm, where h is Planck's constant. Its ratio to the diameter is 2 × 10⁻⁶, so diffraction at the hole is negligible for the mean energy. The degeneracy parameter nΛ³ is 2 × 10⁻¹¹, which justifies the classical velocity density.

*Vibration.* The bending vibration of water has a quantum ε of roughly 0.2 eV. A harmonic oscillator has the mean thermal energy ε/[exp(x) − 1] with x = ε/(kT). Differentiating with respect to T, and using dx/dT = −x/T, gives the heat capacity

c_b = k x² exp(x)/[exp(x) − 1]² = 0.12k.

It leaves the translational mean untouched. In Proposition 2 it adds to the heat capacity 3k of the rigid molecule. Near 420 K the exponent k/(2 × 3k) = 0.167 becomes k/(2 × 3.12k) = 0.160.

**The model beside a real reactor**

Atomic layer deposition can also be run at a higher pressure, such as 1 Torr. At 1 Torr, with the temperature and the hole unchanged, λ is ten times shorter and is 4.63 diameters. The collision probability becomes 1 − exp(−1/4.63) = 19%, and the same crude scale becomes 14 meV, or one fifth of 2kT. The actual shift can again be much smaller. Free flight through the hole then fails for a noticeable share of the molecules, and a smaller hole reduces that share. A carrier gas added at the same water density also shortens the mean free path. When collisions at the hole remain rare, it leaves the result 2kT for water unchanged, since each species in an equilibrium mixture has its own Maxwell density at the common temperature.

Reactor gas also flows. Let it drift along the wall with speed u, past the hole. The normal velocities are unchanged, and so is the escape rate through a thin orifice. One tangential component becomes u plus a thermal part with zero mean, and the mean energy becomes 2kT + mu²/2. From ⟨v⟩² = 8kT/(πm), the added term is (4/π)(u/⟨v⟩)² kT. For u = 10 m/s it is about 0.01 meV. A drift towards the hole would change the crossing weight itself and needs a separate calculation.

For the stated example at 0.1 Torr, the estimated corrections are small beside the 18.1 meV that separates the two averages. The difference between 54 and 72 meV is then set by how the molecules are counted.
